# Photoelectron Information Depth: The Three-Attenuation-Length Estimate and Its First Correction: verification in Python

```python
"""Information depth of photoelectrons at normal emission.

Result under test: for a uniform thick emitter with survival exp(-z/L), the
share of the peak from depths 0..D is 1-exp(-D/L). Thus 3L gives slightly
more than 95 percent, and the exact 95 percent depth is L*ln(20).
z = depth, L = attenuation length, D = chosen depth; lengths are in nm.
Rough typical inputs describe Si 2p electrons in SiO2 under Al K-alpha X-rays.
Corrections for effects outside the simple model are sized one at a time.
"""
from fractions import Fraction
from math import factorial
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve, toeplitz
from scipy.optimize import brentq
from scipy.special import expn

photon_energy = 1487.0
binding_energy = 103.0
L = 3.5
film_thickness = 20.0
transport_length = 25.0
cone_degrees = 10.0
xray_length = 4000.0
xray_angle_degrees = 55.0
D = 3 * L
far_depth = 40 * L


def integral(profile, start, stop):
    """Integrate a depth profile in pieces no longer than 5L."""
    pieces = max(1, int(np.ceil((stop - start) / (5 * L))))
    edges = np.linspace(start, stop, pieces + 1)
    return sum(quad(profile, a, b, epsabs=1e-12, epsrel=1e-10)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def share(profile, depth, end=far_depth):
    return integral(profile, 0, depth) / integral(profile, 0, end)


def depth_for_95(profile, end=far_depth):
    total = integral(profile, 0, end)
    return brentq(lambda d: integral(profile, 0, d) / total - 0.95,
                  0.1 * L, min(end, 8 * L))


def simple_profile(z):
    return np.exp(-z / L)


# Thin-slice attenuation, with no exponential supplied.
def slice_share(slices_per_length):
    loss = 1 / slices_per_length
    survival = np.ones(40 * slices_per_length)
    survival[1:] = np.cumprod(np.full(len(survival) - 1, 1 - loss))
    return survival[:3 * slices_per_length].sum() / survival.sum()


formula_share = 1 - np.exp(-3)
coarse_share = slice_share(500)
fine_share = slice_share(1000)
coarse_error = abs(coarse_share - formula_share)
fine_error = abs(fine_share - formula_share)
assert fine_error < 1e-4
assert abs(coarse_error / fine_error - 2) < 0.02

# Depth integrals and the inverse question.
integrated_share = share(simple_profile, D)
exact_depth = depth_for_95(simple_profile)
assert abs(integrated_share - formula_share) < 1e-9
assert integrated_share > 0.95
assert abs(exact_depth - L * np.log(20)) < 1e-7
total_signal = integral(simple_profile, 0, far_depth)
assert abs(total_signal - L) < 1e-8
layer_shares = [integral(simple_profile, n * L, (n + 1) * L) / total_signal
                for n in range(3)]
assert abs(layer_shares[1] / layer_shares[0] - np.exp(-1)) < 1e-9
assert abs(layer_shares[2] / layer_shares[1] - np.exp(-1)) < 1e-9
deep_share = integral(simple_profile, D, far_depth) / total_signal
mean_depth = integral(lambda z: z * simple_profile(z), 0,
                      far_depth) / total_signal
assert abs(mean_depth - L) < 1e-7

# Rational bounds prove the comparison with 95 percent without exp().
series_lower = sum(Fraction(3**n, factorial(n)) for n in range(9))
series_upper = series_lower + (Fraction(3**9, factorial(9))
                               / (1 - Fraction(3, 10)))
assert series_lower > 20
assert float(series_lower) < np.exp(3) < float(series_upper)

# A nonuniform emitter need not obey the 95 percent rule.
rising_share = share(lambda z: z * simple_profile(z), D)
assert abs(rising_share - (1 - 4 * np.exp(-3))) < 1e-8
assert rising_share < 0.95

# Error in the attenuation length, at the fixed nominal depth D.
share_long = share(lambda z: np.exp(-z / (1.1 * L)), D)
share_short = share(lambda z: np.exp(-z / (0.9 * L)), D)
depth_long = depth_for_95(lambda z: np.exp(-z / (1.1 * L)))
assert abs(depth_long / exact_depth - 1.1) < 1e-7
assert share_long < 0.95 < share_short

# Finite film: only emitters in the oxide contribute to this component.
film_share = share(simple_profile, D, film_thickness)
film_depth = depth_for_95(simple_profile, film_thickness)
assert abs(film_share - formula_share
           / (1 - np.exp(-film_thickness / L))) < 1e-9
assert film_depth < exact_depth

# Collection cone, with equal weight per solid angle.
cone_angle = np.radians(cone_degrees)
nodes, weights = np.polynomial.legendre.leggauss(12)
angles = cone_angle * (nodes + 1) / 2
angle_weights = weights * np.sin(angles)


def cone_profile(z):
    return np.dot(angle_weights, np.exp(-z / (L * np.cos(angles))))


cone_depth = depth_for_95(cone_profile)
assert abs(cone_depth / exact_depth - (1 - cone_angle**2 / 4)) < 3e-4

# X-ray intensity falls along its own oblique path.
xray_depth_scale = xray_length * np.cos(np.radians(xray_angle_degrees))
xray_depth = depth_for_95(
    lambda z: np.exp(-z / L) * np.exp(-z / xray_depth_scale))
combined_length = 1 / (1 / L + 1 / xray_depth_scale)
assert abs(xray_depth - combined_length * np.log(20)) < 1e-7

# Elastic scattering: scalar flux of a normally incident beam (reciprocity).
# Optical depth counts total mean free paths; scattering is isotropic.
total_length = 1 / (1 / L + 1 / transport_length)
scatter_probability = total_length / transport_length
cell = 0.02
cell_count = 1000
centres = (np.arange(cell_count) + 0.5) * cell
distances = np.arange(cell_count) * cell
kernel = np.empty(cell_count)
kernel[0] = 1 - expn(2, cell / 2)
kernel[1:] = 0.5 * (expn(2, distances[1:] - cell / 2)
                    - expn(2, distances[1:] + cell / 2))
flux = solve(np.eye(cell_count) - scatter_probability * toeplitz(kernel),
             np.exp(-centres))
flux_integral = flux.sum() * cell


def h_integrand(t):
    ratio = np.arctan(t) / t if t > 0 else 1.0
    return np.log(1 - scatter_probability * ratio) / (1 + t * t)


h_normal = np.exp(-quad(h_integrand, 0, np.inf)[0] / np.pi)
flux_reference = h_normal / np.sqrt(1 - scatter_probability)
# The midpoint grid leaves a relative error well below this tolerance.
assert abs(flux_integral / flux_reference - 1) < 3e-4
cumulative = np.concatenate(([0.0], np.cumsum(flux) * cell)) / flux_integral
depth_edges = np.arange(cell_count + 1) * cell * total_length
elastic_share = np.interp(D, depth_edges, cumulative)
elastic_depth = np.interp(0.95, cumulative, depth_edges)
assert elastic_depth < exact_depth
assert elastic_share > integrated_share


def percent_shift(depth):
    return 100 * (depth / exact_depth - 1)


kinetic_energy = photon_energy - binding_energy
nm_to_angstrom = constants.nano / constants.angstrom

print(f"Photon energy, rough input: {photon_energy:.0f} eV")
print(f"Binding energy, rough input: {binding_energy:.0f} eV")
print(f"Kinetic energy from Fermi level: {kinetic_energy:.0f} eV")
print(f"Attenuation length L, rough input: {L:.1f} nm")
print(f"Three attenuation lengths: {D:.1f} nm")
print(f"Three attenuation lengths: {D * nm_to_angstrom:.0f} angstrom")
print(f"Share within 3L, integral: {100 * integrated_share:.3f} percent")
print(f"Share within 3L, 1000 slices per L: {100 * fine_share:.3f} percent")
print(f"Slice error ratio on halving h: {coarse_error / fine_error:.3f}")
print(f"Exact 95 percent depth / L: {exact_depth / L:.4f}")
print(f"Exact 95 percent depth: {exact_depth:.3f} nm")
print(f"Lower series bound on exp(3): {float(series_lower):.4f}")
print(f"Upper series bound on exp(3): {float(series_upper):.4f}")
for number, value in enumerate(layer_shares, 1):
    print(f"Share of layer {number}, thickness L: {100 * value:.2f} percent")
print(f"Share from below 3L: {100 * deep_share:.2f} percent")
print(f"Mean depth of origin: {mean_depth:.2f} nm")
print(f"Share within 3L, density rising as z: {100 * rising_share:.2f} percent")
print(f"Share within nominal 3L, L 10% larger: {100 * share_long:.2f} percent")
print(f"Share within nominal 3L, L 10% smaller: {100 * share_short:.2f} percent")
print(f"95% depth shift, L 10% larger: {percent_shift(depth_long):+.2f} percent")
print(f"Transport length, rough input: {transport_length:.0f} nm")
print(f"Total mean free path: {total_length:.3f} nm")
print(f"Scattering probability per event: {scatter_probability:.4f}")
print(f"Integrated flux, equation solved: {flux_integral:.5f}")
print(f"Integrated flux, H function: {flux_reference:.5f}")
print(f"Share within 3L, elastic: {100 * elastic_share:.2f} percent")
print(f"95% depth, elastic: {elastic_depth:.2f} nm")
print(f"95% depth shift, elastic: {percent_shift(elastic_depth):+.2f} percent")
print(f"Film thickness, chosen input: {film_thickness:.0f} nm")
print(f"Share within 3L, finite film: {100 * film_share:.2f} percent")
print(f"95% depth, finite film: {film_depth:.2f} nm")
print(f"95% depth shift, finite film: {percent_shift(film_depth):+.2f} percent")
print(f"Cone half-angle, chosen input: {cone_degrees:.0f} degrees")
print(f"95% depth shift, cone: {percent_shift(cone_depth):+.2f} percent")
print(f"X-ray attenuation length, rough input: {xray_length:.0f} nm")
print(f"X-ray angle from normal, input: {xray_angle_degrees:.0f} degrees")
print(f"X-ray depth scale: {xray_depth_scale:.0f} nm")
print(f"95% depth shift, X-rays: {percent_shift(xray_depth):+.2f} percent")
print("verified")
```

Printed output:

```
Photon energy, rough input: 1487 eV
Binding energy, rough input: 103 eV
Kinetic energy from Fermi level: 1384 eV
Attenuation length L, rough input: 3.5 nm
Three attenuation lengths: 10.5 nm
Three attenuation lengths: 105 angstrom
Share within 3L, integral: 95.021 percent
Share within 3L, 1000 slices per L: 95.029 percent
Slice error ratio on halving h: 2.000
Exact 95 percent depth / L: 2.9957
Exact 95 percent depth: 10.485 nm
Lower series bound on exp(3): 20.0092
Upper series bound on exp(3): 20.0866
Share of layer 1, thickness L: 63.21 percent
Share of layer 2, thickness L: 23.25 percent
Share of layer 3, thickness L: 8.55 percent
Share from below 3L: 4.98 percent
Mean depth of origin: 3.50 nm
Share within 3L, density rising as z: 80.09 percent
Share within nominal 3L, L 10% larger: 93.46 percent
Share within nominal 3L, L 10% smaller: 96.43 percent
95% depth shift, L 10% larger: +10.00 percent
Transport length, rough input: 25 nm
Total mean free path: 3.070 nm
Scattering probability per event: 0.1228
Integrated flux, equation solved: 1.11668
Integrated flux, H function: 1.11669
Share within 3L, elastic: 96.44 percent
95% depth, elastic: 9.44 nm
95% depth shift, elastic: -9.96 percent
Film thickness, chosen input: 20 nm
Share within 3L, finite film: 95.34 percent
95% depth, finite film: 10.27 nm
95% depth shift, finite film: -2.03 percent
Cone half-angle, chosen input: 10 degrees
95% depth shift, cone: -0.76 percent
X-ray attenuation length, rough input: 4000 nm
X-ray angle from normal, input: 55 degrees
X-ray depth scale: 2294 nm
95% depth shift, X-rays: -0.15 percent
verified
```
